\section*{Screening length of a partly stripped ion in the Brandt-Kitagawa model}

\section{Problem}

A fast ion in a solid carries some of its electrons with it. Its nuclear charge is $Z$, it keeps $N$ electrons, and its net charge is $q=Z-N$. The force it exerts on a target atom or electron at close range depends on how widely the $N$ electrons are spread. The Brandt-Kitagawa model describes them by one length $L$, through the spherical number density
\begin{equation}
\rho(r)=\frac{N}{4\pi L^{2}r}\,e^{-r/L}.
\label{rho}
\end{equation}
Atomic units are used in the algebra: lengths are in bohr, energies in hartree, and $\hbar$, the electron mass and the elementary charge equal one. The number $N$ is treated as continuous. The energy of the free ion is taken as
\begin{equation}
E(L,N)=T-V+wU ,
\label{Edef}
\end{equation}
where $T$ is the Thomas-Fermi kinetic energy, $-V$ is the attraction to the nucleus, and $U$ is the classical repulsion of the electron cloud with itself. The weight $w$ is a constant, the same for all charge states.

(a) Estimate $L$ by scaling. (b) Minimize $E$ over $L$ for arbitrary $w$. (c) Fix $w$ by requiring that the neutral atom be stationary, and find $L(Z,N)$. (d) Compare the result with the estimate, and evaluate both for P$^{3+}$, with $Z=15$ and $N=12$.

Part (c) needs a precise reading. Stationarity with respect to $L$ can be satisfied for a whole range of weights, so it cannot select one. The condition meant here is stationarity with respect to the electron number: after minimization over $L$, the energy must satisfy $dE/dN=0$ at $N=Z$. The neutral atom then has zero chemical potential, and to first order it neither gains nor loses energy when a small amount of electronic charge is exchanged with a reservoir at rest at infinity.

\section{First estimate by scaling}

If $N$ electrons occupy a volume of order $L^3$, their density is of order $N/L^3$. The Pauli principle then gives them wave numbers of order $(N/L^3)^{1/3}=N^{1/3}/L$. With all unknown factors set to one, the kinetic energy is $N$ times half the square of this wave number, and the attraction is $ZN/L$. The repulsion is of order $N^2/L$. It has the same dependence on $L$ as the attraction, so it changes the effective nuclear charge but not the form of the balance. Leaving it out gives
\begin{equation}
E_{\rm s}(L)=\frac{N^{5/3}}{2L^{2}}-\frac{ZN}{L}.
\end{equation}
Setting the derivative $-N^{5/3}/L^3+ZN/L^2$ to zero yields
\begin{equation}
L_{\rm s}=\frac{N^{2/3}}{Z},\qquad
E_{\rm s}=-\frac{N^{1/3}Z^{2}}{2}.
\label{scaling}
\end{equation}
For P$^{3+}$, $12^{2/3}=5.24$ and $L_{\rm s}=5.24/15=0.35$ bohr.

The estimate shows why an ion contracts when it is stripped: at a given size, fewer electrons have less kinetic energy per electron, while the attraction per electron is unchanged. It also has a clear defect. Its energy falls without limit as $N$ grows, so no electron number is preferred. Repulsion must be restored before the condition in part (c) can be imposed.

\section{Exact solution within the model}

\subsection{Charge and kinetic energy}

The number of electrons inside radius $r$ follows from integration by parts:
\begin{align}
Q(r)&=\int_0^r4\pi s^2\rho(s)\,ds
=\frac{N}{L^2}\int_0^r s\,e^{-s/L}\,ds\nonumber\\
&=N\left[1-\left(1+\frac rL\right)e^{-r/L}\right].
\label{Q}
\end{align}
It tends to $N$ at large $r$, which confirms the normalization of Eq.~\eqref{rho}.

The Thomas-Fermi approximation assigns to each point the kinetic energy density of a uniform gas. With two spin states and all wave numbers up to $k_F$ filled, the gas density is $n=k_F^3/(3\pi^2)$. Its kinetic energy density is
\begin{equation}
2\int_{k<k_F}\frac{d^3k}{(2\pi)^3}\frac{k^2}{2}
=\frac{k_F^5}{10\pi^2}
=\frac{3}{10}(3\pi^2)^{2/3}n^{5/3}.
\end{equation}
Replacing $n$ by $\rho(r)$ and integrating over space gives
\begin{equation}
T=\frac{3}{10}(3\pi^2)^{2/3}\,4\pi
\left(\frac{N}{4\pi L^2}\right)^{5/3}
\int_0^\infty r^{1/3}e^{-5r/(3L)}\,dr .
\end{equation}
The power of $r$ is $2-5/3=1/3$. The substitution $t=5r/(3L)$ turns the integral into $(3L/5)^{4/3}\Gamma(4/3)$. The powers of $L$ combine to $-10/3+4/3=-2$, and those of $4\pi$ to $1-5/3=-2/3$. Therefore
\begin{equation}
T=\frac{C N^{5/3}}{2L^2},\qquad
C=\left(\frac35\right)^{7/3}
\left(\frac{3\pi}{4}\right)^{2/3}\Gamma\!\left(\frac43\right)=0.480 .
\label{T}
\end{equation}
Here $(3\pi^2)^{2/3}(4\pi)^{-2/3}=(3\pi/4)^{2/3}$. The factor $3/10$ is half of $3/5$, which raises the power of $3/5$ from $4/3$ to $7/3$ and leaves the explicit $1/2$.

\subsection{Attraction and repulsion}

The attraction has magnitude
\begin{equation}
V=Z\int_0^\infty4\pi r\rho\,dr
=\frac{ZN}{L^2}\int_0^\infty e^{-r/L}\,dr=\frac{ZN}{L}.
\label{V}
\end{equation}
For the repulsion, let $\phi(r)$ be the potential energy of a unit negative test charge in the field of the cloud. Charge inside $r$ acts as if it were at the centre, while each outer shell of radius $s$ contributes a constant proportional to $1/s$:
\begin{align}
\phi(r)&=\frac{Q(r)}{r}+\int_r^\infty4\pi s\rho(s)\,ds\nonumber\\
&=\frac Nr\left[1-\left(1+\frac rL\right)e^{-r/L}\right]
+\frac NL e^{-r/L}
=\frac Nr\left(1-e^{-r/L}\right).
\end{align}
The factor $1/2$ in the self-energy prevents each pair from being counted twice:
\begin{align}
U&=\frac12\int_0^\infty4\pi r^2\rho\,\phi\,dr
=\frac{N^2}{2L^2}\int_0^\infty
\left(e^{-r/L}-e^{-2r/L}\right)dr\nonumber\\
&=\frac{N^2}{2L^2}\left(L-\frac L2\right)=\frac{N^2}{4L}.
\label{U}
\end{align}

\subsection{Minimum over the length}

With $B=N(Z-wN/4)$, the energy is
\begin{equation}
E(L,N)=\frac{CN^{5/3}}{2L^2}-\frac BL,\qquad
\frac{\partial E}{\partial L}=-\frac{CN^{5/3}}{L^3}+\frac B{L^2}.
\end{equation}
If $B>0$, the derivative vanishes at one length,
\begin{equation}
L=\frac{CN^{5/3}}{B}=\frac{CN^{2/3}}{Z-wN/4}.
\label{Lw}
\end{equation}
The second derivative there is $3CN^{5/3}/L^4-2B/L^3$. Since $CN^{5/3}=BL$, this equals $B/L^3>0$, and the point is a minimum. If $B\le0$, the energy decreases steadily towards zero as $L$ grows, and the model has no bound cloud.

Using $CN^{5/3}=BL$ again gives $T=B/(2L)$ and $E=B/(2L)-B/L=-B/(2L)$. Thus $E=-T$, the virial relation, and
\begin{equation}
E_{\min}(N)=-\frac{B^2}{2CN^{5/3}}
=-\frac{N^{1/3}(Z-wN/4)^2}{2C}.
\label{Emin}
\end{equation}

\subsection{The weight from the neutral atom}

Because $E_{\min}$ is negative, its stationary points are those of
\begin{equation}
\ln|E_{\min}|=\tfrac13\ln N+2\ln(Z-wN/4)-\ln(2C).
\end{equation}
Differentiation at fixed $Z$ and $w$ gives
\begin{equation}
\frac1{3N}-\frac{w/2}{Z-wN/4}=0 .
\end{equation}
Cross-multiplication gives $Z-wN/4=3wN/2$, so that
\begin{equation}
N=\frac{4Z}{7w}.
\label{Nstar}
\end{equation}
Requiring $N=Z$ fixes
\begin{equation}
w=\frac47 ,
\end{equation}
which is the same for every $Z$. The second derivative of the logarithm,
$-1/(3N^2)-(w^2/8)/(Z-wN/4)^2$, is negative. The neutral atom therefore has the lowest energy in the whole range $0<N<7Z$ in which $B>0$. With $w/4=1/7$, Eq.~\eqref{Lw} becomes
\begin{equation}
\boxed{L=\frac{0.480\,N^{2/3}}{Z-N/7}}
\label{result}
\end{equation}
in bohr.

Equation~\eqref{Nstar} also shows what the weight repairs. With the full repulsion, $w=1$, the most bound system would have $N=4Z/7$. For phosphorus this is 8.57 electrons, and the neutral atom would lower its energy by shedding the other 6.43. The reduced weight removes this fault of the trial energy. The price is that $E_{\min}$ is no longer guaranteed to be an upper bound to the Thomas-Fermi energy, because part of the repulsion in that functional has been left out. Numerically it still lies slightly above that energy: in units of $Z^{7/3}$ hartree it is $-0.758$ against $-0.766$ at $N/Z=0.8$, and $-0.765$ against $-0.769$ for the neutral atom. Carrying the weight fitted at $N=Z$ over to ions is a further assumption, which the minimization does not justify.

\section{Comparison of the two}

The ratio of the model result to the scaling estimate is
\begin{equation}
\frac{L}{L_{\rm s}}=\frac{C}{1-N/(7Z)} .
\end{equation}
It rises from 0.480 for a nearly bare nucleus to $7C/6=0.560$ for the neutral atom. The estimate thus has the right main dependence on $N$ and $Z$ but is too long by a factor of about two. The excess comes from the kinetic energy: at equal $L$, Eq.~\eqref{T} is $C$ times the kinetic energy assumed in the estimate, so the cloud can contract further. Repulsion acts the other way and lengthens $L$ by at most a factor $7/6$ for $N\le Z$.

For P$^{3+}$ the effective charge is $15-12/7=13.29$, and
\begin{equation}
L=\frac{0.4801\times5.241}{13.29}=0.189\ \text{bohr}=0.100\ \text{\AA},
\end{equation}
against the estimate of 0.35 bohr. Full repulsion at the same $N$ would give 0.111~\AA. The length is thus much less sensitive to the weight than the preferred electron number is.

Near neutrality the two effects of stripping combine into a simple power. From Eq.~\eqref{result},
\begin{equation}
\frac{d\ln L}{d\ln N}=\frac23+\frac{N/7}{Z-N/7},
\end{equation}
which equals $2/3+1/6=5/6$ at $N=Z$. The model length of phosphorus is 0.120~\AA\ for $N=15$, 0.080~\AA\ for $N=9$ and 0.052~\AA\ for $N=5$. Scaling the neutral value by $(12/15)^{5/6}=0.83$ gives 0.100~\AA\ for $N=12$, in agreement with the full formula to the digits shown.

The opposite limit, $N=1$, shows where the model fails. A single electron in the ground state of a nucleus of charge $Z$ has density $(Z^3/\pi)e^{-2Zr}$, so
\begin{equation}
\langle r^{-1}\rangle=4Z^3\int_0^\infty r\,e^{-2Zr}\,dr=Z .
\end{equation}
In the model, Eq.~\eqref{V} gives $\langle r^{-1}\rangle=1/L$ for one electron. The length that reproduces the true value is therefore $1/Z$, whereas Eq.~\eqref{result} gives about $0.48/Z$ at large $Z$. The model energy is about $-1.04Z^2$ instead of $-Z^2/2$. The gas formula gives too little kinetic energy here: for the true density it yields $0.289Z^2$ instead of $Z^2/2$. The trial density is also unsuited to one electron, because its $1/r$ rise at the nucleus would make the exact kinetic energy infinite. The weighted self-repulsion of a single electron is spurious too, but it raises the energy and so slightly reduces the overbinding.

\section{The phosphorus ion in silicon}

As an example, take phosphorus moving in silicon at 1~MeV, an energy at the high end of implantation, suited to deep wells. An ion of mass 30.974~u then moves at 1.14 Bohr velocities. The rough Bohr rule $q\approx Z^{1/3}v$, with $v$ in that unit, suggests a charge of 2.8. It serves here only as a guide to choosing $q=3$; other estimates of the mean charge can be clearly lower. By the same rule the charge falls as the ion slows, and the model length then grows from 0.100~\AA\ towards the neutral value of 0.120~\AA.

In the model, the radius containing 90\% of the electrons follows from Eq.~\eqref{Q}. The condition $(1+x)e^{-x}=0.1$, with $x=r/L$, has the numerical solution $x=3.89$, so the radius is 0.39~\AA. The kinetic, attractive and weighted repulsive energies are 11452, $-25859$ and 2955~eV. Their sum is $-11452$~eV, as the virial relation requires.

An unrestricted Hartree-Fock calculation of the free ion gives a measure of the missing shell structure and exchange. It was done with the uncontracted $s$ and $p$ functions of the cc-pV5Z basis, and it leaves out correlation and relativity. Two lengths can be extracted from its density. Let $S_{-1}$ and $S_1$ be the integrals of $1/r$ and $r$ over the electron density. For the trial density $S_{-1}=N/L$ and
\begin{equation}
S_1=\frac N{L^2}\int_0^\infty r^2e^{-r/L}\,dr=2NL ,
\end{equation}
so $N/S_{-1}$ and $S_1/(2N)$ would both equal $L$. The Hartree-Fock density gives 0.1205 and 0.1658~\AA\ instead. Replacing the basis by the $s$ and $p$ functions of cc-pVQZ changes both values by less than 0.00001~\AA. The two lengths disagree because the density is not of the form of Eq.~\eqref{rho}. The model value lies 17\% below the first and 40\% below the second, so it does better for the moment that gives more weight to small radii. The model cloud is nevertheless too compact over most of its extent. Only for radii between about 0.02 and 0.06~\AA\ does the Hartree-Fock density enclose more electrons, by less than 0.1. Within 0.2~\AA\ the model cloud holds 7.1 electrons, against 4.9 in Hartree-Fock, and the radius containing 90\% of the electrons is 0.80~\AA\ in Hartree-Fock, about twice the model value.

Energies need more caution. The Hartree-Fock total energy is $-9213$~eV, and the model binds the ion 24\% more strongly. To remove three electrons from the neutral atom costs 101~eV in the model and 58.7~eV in Hartree-Fock. Nor does the weight simply stand for exchange. It removes $3U/7=2217$~eV of repulsion, while the Hartree-Fock exchange energy is $-589$~eV.

The solid itself is a further omission. Treat the 32 valence electrons in silicon's cubic cell of edge 5.431~\AA\ as a uniform gas. Its Fermi wave number, also its Fermi velocity in atomic units, is $k_F=0.957$. With chemical potential $\mu=k_F^2/2$, the density is $n=(2\mu)^{3/2}/(3\pi^2)$ and $dn/d\mu=k_F/\pi^2$. Static linear screening then has inverse length
\begin{equation}
\kappa=\left(4\pi\frac{dn}{d\mu}\right)^{1/2}
=\left(\frac{4k_F}{\pi}\right)^{1/2},\qquad
\frac1\kappa=0.479\ \text{\AA}.
\end{equation}
The potential of a point charge $q$ becomes $qe^{-\kappa r}/r$. Subtracting $q/r$ leaves an induced potential $-q\kappa$ at the ion, and the polarization energy is half the product with $q$, namely $-q^2\kappa/2=-135$~eV. This is an order of magnitude only. In a uniform gas the screening used here holds for long waves, but it has been applied at all wave numbers; the full static linear response of the same gas to a point charge gives about $-92$~eV. The ion is not a point either: host electrons that enter the bound cloud feel more than the net charge. The same linear response to the nucleus with its frozen cloud gives about $-127$~eV for the model density and $-184$~eV for the Hartree-Fock density, without allowing for the exclusion of host electrons from the occupied states of the ion. Silicon has a band gap, which the gas lacks, and this weakens its static screening of long waves. A triply charged ion is also a strong perturbation, and it moves slightly faster than the Fermi velocity, so the response is not static.

Even so, the polarization energy is comparable with the 101~eV needed to strip the atom in the model. Free-ion energies alone therefore cannot decide the charge state in silicon, and $N$ has to be supplied separately. The effect of the solid on $L$ at fixed $N$ is a different matter, and the estimate does not give it, because a point charge has no length. At its undisturbed density the host gas has 0.05 electrons inside the 90\% radius of the model and about 0.4 inside that of Hartree-Fock, and the full linear response of this gas to a static point charge $q=3$ adds about 0.3 and 1.3 more. For the nucleus with its frozen Hartree-Fock cloud in place of the point charge, the same response adds about 0.5 and 2.0. The band gap of silicon would make these additions smaller. The 17\% and 40\% differences from Hartree-Fock compare two descriptions of the free ion, so they contain no effect of these host electrons.
